# Resonant energy transfer between two dipoles by one-photon exchange, part 1

(Sections cited here and not found follow in the second part.)

An excited donor D can hand its energy to a ground-state acceptor A, and two familiar laws describe this. Förster's law uses the instantaneous Coulomb interaction of two transition dipoles and gives a rate falling as $R^{-6}$. The radiative law lets D emit a photon that A absorbs, and gives a rate falling as $R^{-2}$. Neither says where it stops being valid. For the 433 nm transition treated in part (g), Förster's law yields only the fraction 0.00106 of the true rate at 500 nm, and the radiative law only $9.2\times10^{-6}$ of it at 5 nm. Adding the two as if they were separate mechanisms also fails: at 90.7 nm the sum misses 22% of the rate. A careless quantum calculation can be wrong in another way, because the sum over photon modes has a pole, and taking its principal value gives a rate that oscillates with distance. One amplitude, computed with the right treatment of the pole, contains both laws and the missing term.

## The system and conventions

Gaussian units are used, repeated Cartesian indices are summed, and $e>0$, $m$ are the electron charge magnitude and mass. D and A are neutral, fixed at $\mathbf r_D$ and $\mathbf r_A$ in vacuum, with $\mathbf R=\mathbf r_A-\mathbf r_D$ much larger than their sizes, which are in turn much smaller than the wavelength. Each is then a point polarization, $\mathbf P=\hat{\boldsymbol\mu}_D\,\delta(\mathbf r-\mathbf r_D)+\hat{\boldsymbol\mu}_A\,\delta(\mathbf r-\mathbf r_A)$.

The starting point is the multipolar (Power–Zienau–Woolley) formulation, in which the quantized field variable is the transverse displacement field $\mathbf D^\perp=\mathbf E^\perp+4\pi\mathbf P^\perp$. Putting $\mathbf E^\perp=\mathbf D^\perp-4\pi\mathbf P^\perp$ into the field energy gives

$$\frac1{8\pi}\int(E^{\perp2}+B^2)\,d^3r=\frac1{8\pi}\int(D^{\perp2}+B^2)\,d^3r-\int\mathbf P\cdot\mathbf D^\perp d^3r+2\pi\int P^{\perp2}d^3r .$$

For neutral bodies $\rho=-\nabla\cdot\mathbf P$, so $\mathbf E^\parallel=-4\pi\mathbf P^\parallel$ and the Coulomb energy is $2\pi\int P^{\parallel2}d^3r$. The two quadratic terms add to $2\pi\int P^2d^3r$, whose D–A cross term $4\pi\int\mathbf P_D\cdot\mathbf P_A\,d^3r$ vanishes because the bodies do not overlap. There is therefore no direct interaction between D and A, and the whole coupling is

$$H_{\rm int}=-\hat{\boldsymbol\mu}_D\cdot\mathbf D^\perp(\mathbf r_D)-\hat{\boldsymbol\mu}_A\cdot\mathbf D^\perp(\mathbf r_A),$$

$$\mathbf D^\perp(\mathbf r)=i\sum_{\mathbf p,\lambda}N_p\,\mathbf e_\lambda\left[a_{\mathbf p\lambda}e^{i\mathbf p\cdot\mathbf r}-a^\dagger_{\mathbf p\lambda}e^{-i\mathbf p\cdot\mathbf r}\right],\qquad N_p^2=\frac{2\pi\hbar cp}{\mathcal V},$$

with $\mathbf p$ the photon wave vector, $\mathcal V$ the quantization volume and $\mathbf e_\lambda$ real polarization vectors. The normalization is fixed by the vacuum energy: each mode gives $\langle D^{\perp2}\rangle=\langle B^2\rangle=N_p^2$, and $2N_p^2\mathcal V/8\pi=\hbar cp/2$. Adding a Coulomb dipole–dipole term to this Hamiltonian by hand counts the static interaction twice, as part (c) shows.

Energies are measured from the state with both bodies unexcited and no photon. The initial state is $|i\rangle=|D^*,A,0\rangle$ with energy $E_D$, the final state $|f\rangle=|D,A^*,0\rangle$ with energy $E_A$. The transition dipoles are $\boldsymbol\mu^D=\langle D|\hat{\boldsymbol\mu}_D|D^*\rangle$ and $\boldsymbol\mu^A=\langle A^*|\hat{\boldsymbol\mu}_A|A\rangle$, which may be complex.

## (a) The amplitude and its pole

*Show from the initial-value problem that the transfer amplitude is the second-order sum with the energy taken at $E+i0$, and write it as an integral over photon modes.*

**Solution.** The system is in $|i\rangle$ at $t=0$. For $\operatorname{Im}z>0$, and only then, the one-sided transform of the evolution operator converges:

$$\int_0^\infty e^{izt/\hbar}e^{-iHt/\hbar}\,dt=\frac{i\hbar}{z-H}\equiv i\hbar\,G(z).$$

The inverse is

$$e^{-iHt/\hbar}=\frac{i}{2\pi}\int_{-\infty}^{\infty}dE\;e^{-iEt/\hbar}\,G(E+i0),\qquad t>0,$$

as one checks on an eigenstate: the contour closes clockwise below, the pole gives $-2\pi i\,e^{-iE_nt/\hbar}$, and $(i/2\pi)(-2\pi i)=1$. The $+i0$ is thus a consequence of evolving forward from a given state.

Expand $G=G_0+G_0H_{\rm int}G_0+G_0H_{\rm int}G_0H_{\rm int}G_0+\dots$ The first-order term changes the photon number and cannot join $i$ to $f$. The second-order term gives

$$\langle f|G(z)|i\rangle=\frac{M(z)}{(z-E_A)(z-E_D)},\qquad M(z)=\sum_n\frac{\langle f|H_{\rm int}|n\rangle\langle n|H_{\rm int}|i\rangle}{z-E_n}.$$

After the mode sum becomes an integral, $M(E+i0)$ is a smooth function of $E$ near $E_D$, varying on the scales $\hbar c/R$ and $E_D$ itself. For $t\gg R/c$ and $t\gg\hbar/E_D$ the amplitude is dominated by the two nearby poles, and for $\Delta=E_A-E_D$ small against those scales $M$ comes out of the integral:

$$|c_f(t)|^2=|M|^2\,\frac{|e^{-iE_At/\hbar}-e^{-iE_Dt/\hbar}|^2}{\Delta^2}=|M|^2\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}\;\to\;\frac{2\pi t}{\hbar}|M|^2\,\delta(\Delta).$$

The last step uses $\int\sin^2(\alpha\Delta)\,\Delta^{-2}d\Delta=\pi\alpha$ with $\alpha=t/2\hbar$. This is the golden rule with $M=M(E+i0)$ on the energy shell $E=E_D=E_A\equiv\hbar ck$.

Both bodies must change state and there are two vertices, so each vertex acts on one body. Two intermediate states result.

In the first ordering D drops and emits, $|n\rangle=|D,A,1_{\mathbf p\lambda}\rangle$, $E_n=\hbar cp$. The creation term of $\mathbf D^\perp$ carries $-iN_p$ and the coupling a further minus sign, so the emission element is $+iN_p\,(\boldsymbol\mu^D\!\cdot\mathbf e)\,e^{-i\mathbf p\cdot\mathbf r_D}$. The absorption at A is $-iN_p\,(\boldsymbol\mu^A\!\cdot\mathbf e)\,e^{i\mathbf p\cdot\mathbf r_A}$. Since $(+i)(-i)=1$, the product is $N_p^2\mu^A_i\mu^D_je_ie_j\,e^{i\mathbf p\cdot\mathbf R}$, and the denominator is $\hbar c(k-p)+i0$.

In the second ordering A rises and emits first, $|n\rangle=|D^*,A^*,1_{\mathbf p\lambda}\rangle$, $E_n=2\hbar ck+\hbar cp$, and D absorbs the photon while dropping. The same signs give $N_p^2\mu^A_i\mu^D_je_ie_j\,e^{-i\mathbf p\cdot\mathbf R}$, and the denominator is $\hbar ck-2\hbar ck-\hbar cp=-\hbar c(k+p)$, which never vanishes.

The vectors $\mathbf e_1,\mathbf e_2,\hat{\mathbf p}$ form an orthonormal basis, so $\sum_\lambda e_ie_j=\delta_{ij}-\hat p_i\hat p_j$. With $\sum_{\mathbf p}\to\mathcal V\int d^3p/(2\pi)^3$ the factors $\mathcal V$ and $\hbar c$ cancel, and $M=\mu^A_iV_{ij}\mu^D_j$ with

$$V_{ij}=\int\frac{d^3p}{(2\pi)^3}\,2\pi p\,(\delta_{ij}-\hat p_i\hat p_j)\left[\frac{e^{i\mathbf p\cdot\mathbf R}}{k-p+i0}-\frac{e^{-i\mathbf p\cdot\mathbf R}}{k+p}\right].$$

No $\hbar$ remains in $V_{ij}$.

## (b) Reduction to a spherical wave

*Show that for $R>0$, $V_{ij}=-(k^2\delta_{ij}+\partial_i\partial_j)\,e^{ikR}/R$.*

**Solution.** In the second term let $\mathbf p\to-\mathbf p$, which leaves the measure and the projector unchanged. Write $\kappa=k+i\eta$ with $\eta\to0^+$; it may be used in both denominators, because the second has no pole on the path. Then

$$\frac1{\kappa-p}-\frac1{\kappa+p}=\frac{(\kappa+p)-(\kappa-p)}{\kappa^2-p^2}=\frac{2p}{\kappa^2-p^2},$$

and since $2\pi p\cdot2p\,(\delta_{ij}-\hat p_i\hat p_j)=4\pi(p^2\delta_{ij}-p_ip_j)$,

$$V_{ij}=\int\frac{d^3p}{(2\pi)^3}\,\frac{4\pi\,(p^2\delta_{ij}-p_ip_j)}{\kappa^2-p^2}\,e^{i\mathbf p\cdot\mathbf R}.$$

The integrand does not fall off at large $p$, which reflects the use of point dipoles. Giving each dipole a Gaussian spread inserts a factor $e^{-a^2p^2}$ and makes the integral absolutely convergent. Its effect follows from the identity

$$\frac{e^{-a^2p^2}}{\kappa^2-p^2}=\frac{e^{-a^2\kappa^2}}{\kappa^2-p^2}+\int_0^{a^2}ds\;e^{-(a^2-s)\kappa^2}\,e^{-sp^2},$$

verified by doing the $s$ integral, which gives $e^{-a^2\kappa^2}\,[e^{a^2(\kappa^2-p^2)}-1]/(\kappa^2-p^2)$. The Fourier transform of $e^{-sp^2}$ is $(4\pi s)^{-3/2}e^{-R^2/4s}$, so the second term and its derivatives are of order $e^{-R^2/4a^2}$. For $R\gg a$ the smearing only multiplies the point result by $e^{-a^2k^2}$, which tends to 1.

With the integral so defined, $p_j\to-i\partial_j$ acting on $\mathbf R$, hence $p^2\to-\nabla^2$ and $-p_ip_j\to+\partial_i\partial_j$:

$$V_{ij}=(-\nabla^2\delta_{ij}+\partial_i\partial_j)\,g(R),\qquad g(R)=\int\frac{d^3p}{(2\pi)^3}\frac{4\pi\,e^{i\mathbf p\cdot\mathbf R}}{\kappa^2-p^2}.$$

The angular integral is $4\pi\sin(pR)/(pR)$, and $4\pi\cdot4\pi/(2\pi)^3=2/\pi$. The remaining integrand is even in $p$, so the range extends to the whole line with a factor $1/2$; and $\sin pR$ may be replaced by $e^{ipR}/i$, because the added cosine term is odd:

$$g=\frac{2}{\pi R}\int_0^\infty\frac{p\sin pR}{\kappa^2-p^2}\,dp=\frac1{i\pi R}\int_{-\infty}^\infty\frac{p\,e^{ipR}}{(\kappa-p)(\kappa+p)}\,dp .$$

The contour closes above. The pole at $p=\kappa$ lies inside and the pole at $p=-\kappa$ outside. The residue at $p=\kappa$ is $-\kappa e^{i\kappa R}/2\kappa=-e^{i\kappa R}/2$, so

$$g=\frac{2\pi i}{i\pi R}\left(-\tfrac12e^{ikR}\right)=-\frac{e^{ikR}}{R}.$$

Combined with $e^{-ickt}$ this is an outgoing wave, selected by the sign of $\eta$. Writing $\phi=e^{ikR}/R$, $V_{ij}=(\nabla^2\delta_{ij}-\partial_i\partial_j)\phi$. For $R>0$, $\nabla^2\phi=-k^2\phi$ (confirmed in part (c)), which gives the stated form. Terms proportional to $\delta(\mathbf R)$ are dropped; they belong to overlapping bodies, where the point-dipole model and the neglect of electron exchange fail in any case.

## (c) The coupling tensor

*Obtain $V_{ij}$ explicitly, find its eigenvalues, and examine the limits $k\to0$ and $R\to0$.*

**Solution.** For a function of $R$ alone, $\partial_j\phi=\phi'\hat R_j$, and $\partial_i\hat R_j=(\delta_{ij}-\hat R_i\hat R_j)/R$, so

$$\partial_i\partial_j\phi=\phi''\,\hat R_i\hat R_j+\frac{\phi'}{R}(\delta_{ij}-\hat R_i\hat R_j).$$

With $x=kR$,

$$\frac{\phi'}{R}=\frac{(ix-1)e^{ix}}{R^3},\qquad \phi''=\frac{[\,ix+ix(ix-1)-2(ix-1)\,]e^{ix}}{R^3}=\frac{(2-2ix-x^2)e^{ix}}{R^3},$$

the three terms in the bracket coming from differentiating $(ikR-1)$, $e^{ikR}$ and $R^{-2}$ in $\phi'$. The trace is $\phi''+2\phi'/R=-x^2e^{ix}/R^3=-k^2\phi$, as used above.

The tensor is diagonal along and across $\hat{\mathbf R}$: $V_{ij}=V_L\hat R_i\hat R_j+V_T(\delta_{ij}-\hat R_i\hat R_j)$. Using $k^2\phi=x^2e^{ix}/R^3$,

$$V_L=-\frac{(x^2+2-2ix-x^2)e^{ix}}{R^3}=-\frac{2(1-ix)e^{ix}}{R^3},\qquad V_T=-\frac{(x^2+ix-1)e^{ix}}{R^3}=\frac{(1-ix-x^2)e^{ix}}{R^3}.$$

The tensor $\delta_{ij}-3\hat R_i\hat R_j$ has eigenvalue $-2$ along $\hat{\mathbf R}$ and $+1$ across it, so the two results combine to

$$V_{ij}=\frac{e^{ix}}{R^3}\left[(\delta_{ij}-3\hat R_i\hat R_j)(1-ix)-x^2(\delta_{ij}-\hat R_i\hat R_j)\right].$$

The quantity $-V_{ij}\mu_j$ is the classical electric field of a dipole oscillating at frequency $ck$, with its $R^{-3}$, $R^{-2}$ and $R^{-1}$ parts.

This form was tested numerically against the mode integral of part (a), without combining the orderings: explicit polarization vectors were summed, the angles and $p$ were integrated by Gauss–Legendre quadrature with the Gaussian smearing, and the pole was treated as a principal value plus a delta term. At $x=0.3$, $1.3161$, $4$ and $10$ the relative differences were all below $10^{-13}$.

For $k\to0$, $V_{ij}\to(\delta_{ij}-3\hat R_i\hat R_j)/R^3$, the Coulomb interaction of two static dipoles. It has come entirely from transverse photons, with $p\sim1/R\gg k$, far off the energy shell. At $k=0$ the two denominators of part (a) are both $-p$, so each ordering supplies half. Numerically the second ordering supplies 0.4997 of $V_L$ at $x=0.001$. Dropping it, as the rotating-wave approximation applied to this multipolar Hamiltonian does, halves the near-zone amplitude and reduces the Förster rate by a factor of four.

For $R\to0$ the real part diverges but the imaginary part does not. From $\operatorname{Im}[(1-ix)e^{ix}]=\sin x-x\cos x=x^3/3+O(x^5)$ and $\operatorname{Im}[x^2e^{ix}]=x^3+O(x^5)$,

$$\operatorname{Im}V_L\to-\tfrac23k^3,\qquad\operatorname{Im}V_T\to\left(\tfrac13-1\right)k^3=-\tfrac23k^3 .$$

If the same excited two-level dipole emits and reabsorbs, only the first ordering occurs. The second ordering has no pole and adds nothing to the imaginary part, so $\operatorname{Im}(\mu_i^*V_{ij}\mu_j)$ at $R\to0$ is the imaginary part of the dipole's complex energy shift, and the population decays at the rate $-2\operatorname{Im}(\mu_i^*V_{ij}\mu_j)/\hbar=4k^3|\boldsymbol\mu|^2/3\hbar$. Part (e) finds the same value for the spontaneous emission rate directly. The negative sign of $\operatorname{Im}V$ means decay; the choice $-i0$ would have given growth.

## (d) The averaged rate

*Give D and A finite line shapes, average over independent isotropic orientations, and show that the rate is proportional to $3/x^6+1/x^4+1/x^2$.*

**Solution.** A rate exists only if the final states form a continuum. Two isolated sharp levels in resonance, with parallel dipoles and $kR\ll1$, would instead exchange the excitation coherently and radiate collectively. Let each body carry a dense set of internal sublevels (vibrations, or phonons of its surroundings). D goes from sublevel $\alpha$, occupied with probability $w_\alpha$, to $\beta$, releasing $\hbar\omega_{\alpha\beta}$. In the Condon approximation the dipole is $\boldsymbol\mu^D\langle\beta|\alpha\rangle$. Define

$$F_D(\omega)=\sum_{\alpha\beta}w_\alpha|\langle\beta|\alpha\rangle|^2\,\delta(\omega-\omega_{\alpha\beta}),$$

which has unit area because the $\beta$ are complete and the $w_\alpha$ sum to one, and define $g_A(\omega)$ in the same way for absorption by A. These are distributions of dipole strength; an emission spectrum measured as photons per unit frequency carries an extra factor $\omega^3$. Writing $\delta(\hbar\omega_D-\hbar\omega_A)=\hbar^{-1}\int d\omega\,\delta(\omega-\omega_D)\,\delta(\omega-\omega_A)$ in the golden rule of part (a) and summing over sublevels,

$$\Gamma=\frac{2\pi}{\hbar^2}\int|M(\omega)|^2F_D(\omega)\,g_A(\omega)\,d\omega\approx\frac{2\pi}{\hbar^2}|M|^2J,\qquad J=\int F_D\,g_A\,d\omega .$$

The first form needs $|M|/\hbar$ small against the line width, so that the excitation disperses before it can return. The second needs the width small against $\omega$. It does not need the width small against $c/R$, because the phase $e^{ix}$ is common to the whole tensor and cancels in $|M|^2$, leaving a polynomial in $k$.

For real unit vectors $\hat{\mathbf d}$, $\hat{\mathbf a}$ along the dipoles, set $\kappa_3=\hat a_i(\delta_{ij}-3\hat R_i\hat R_j)\hat d_j$ and $\kappa_1=\hat a_i(\delta_{ij}-\hat R_i\hat R_j)\hat d_j$. Then

$$\frac{R^6|M|^2}{|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2}=(\kappa_3-x^2\kappa_1)^2+x^2\kappa_3^2=\kappa_3^2+(\kappa_3^2-2\kappa_1\kappa_3)\,x^2+\kappa_1^2x^4 .$$

At fixed orientation the middle coefficient can have either sign: it is $+4$ for both dipoles along $\hat{\mathbf R}$ ($\kappa_3=-2$, $\kappa_1=0$) and $-1$ for both parallel and across it ($\kappa_3=\kappa_1=1$). The ratio $3:1:1$ belongs to the average only.

For the average, let $T_{ij}=\langle\mu_i\mu_j^*\rangle$ over all rotations of a body with uniform weight. Applying one more fixed rotation only relabels the rotations averaged over, so $T$ is invariant. A rotation by $\pi$ about $z$ reverses $x$ and $y$, so $T_{xz},T_{zx},T_{yz},T_{zy}$ equal their negatives and vanish; the same about $x$ removes $T_{xy},T_{yx}$. Rotations by $\pi/2$ interchange axes and make the diagonal elements equal. The trace is $|\boldsymbol\mu|^2=\mu_i\mu_i^*$, so $T_{ij}=|\boldsymbol\mu|^2\delta_{ij}/3$, for complex dipoles as well as real ones. For independent orientations the average factorizes:

$$\langle|M|^2\rangle=\langle\mu^A_i\mu^{A*}_k\rangle\langle\mu^D_j\mu^{D*}_l\rangle V_{ij}V^*_{kl}=\frac{|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2}{9}\,V_{ij}V_{ij}^* .$$

In axes with one along $\hat{\mathbf R}$ the tensor is diagonal, so $V_{ij}V^*_{ij}=|V_L|^2+2|V_T|^2$, with

$$R^6|V_L|^2=4(1+x^2),\qquad R^6|V_T|^2=(1-x^2)^2+x^2=1-x^2+x^4 .$$

The sum is $4+4x^2+2-2x^2+2x^4=2(3+x^2+x^4)$. Since $R^{-6}=k^6/x^6$,

$$\langle|M|^2\rangle=\tfrac29\,k^6|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2\,S(x),\qquad S(x)=\frac3{x^6}+\frac1{x^4}+\frac1{x^2},$$

$$\langle\Gamma\rangle=\frac{4\pi k^6|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2J}{9\hbar^2}\left[\frac{3}{(kR)^6}+\frac1{(kR)^4}+\frac1{(kR)^2}\right].$$

The middle term has two sources: the square of the $R^{-2}$ part of the amplitude, which gives $\langle\kappa_3^2\rangle=6/9$, and the interference of the $R^{-3}$ and $R^{-1}$ parts, which gives $-2\langle\kappa_1\kappa_3\rangle=-4/9$ (the trace of the product of the two tensors is $(-2)(0)+1+1=2$). For real dipoles the $R^{-2}$ part is in quadrature with the other two, so no odd powers of $x$ appear. For complex dipoles a term in $x^3$ can appear at fixed orientation, but it vanishes in the average, because $V_{ij}V_{ij}^*$ contains only even powers.

As a numerical test, two complex dipoles, one circular and one elliptical, were rotated independently over an Euler-angle quadrature and contracted with the tensor from the mode integral. The ratio of the average to the formula was 1.000000000 at each of the four values of $x$ in part (c), and the static limit gave $\langle\kappa_3^2\rangle=0.666667$.

The quantity averaged is the rate. If the orientations are frozen and $\Gamma$ is comparable with the donor's own decay rate, the mean transfer efficiency is the average of a nonlinear function of $\Gamma$ and is not obtained by inserting $\langle\Gamma\rangle$. Correlated orientations, as in a crystal, call for $|M|^2$ evaluated at the actual orientations.

A single amplitude, with its pole taken at $E+i0$, has given the coupling tensor at every separation $R>0$ within the point-dipole model, and an orientation-averaged rate proportional to $3/x^6+1/x^4+1/x^2$. It remains to identify the Förster and radiative limits and the crossover between them, to test the treatment of the pole against the principal value, and to evaluate the rate for a worked example.
